# Why Central-Force Porous Networks Soften to Zero While Still Connected

## A film that is connected but soft

One way to lower the permittivity of an interlayer dielectric is to take material out of it. The remaining skeleton may still run unbroken from one side of the film to the other, yet its elastic modulus can have fallen much further than its connectivity suggests. How can a connected skeleton fail to resist deformation?

A diluted triangular lattice of springs shows the effect in a form that can be calculated. Each bond is present independently with probability $p$. Connectivity across the lattice is lost at $p_c=2\sin(\pi/18)\approx0.347$, an exact result. Effective-medium theory, an approximation, puts the loss of stiffness at $p=2/3$. The gap arises because a spring acting along its length restrains one component of the relative motion of its ends, while each site can move in two directions.

The comparison also mixes an exact threshold with an estimated one. Within the same effective-medium approximation, connectivity is lost at $1/3$ and stiffness at $2/3$, so the ordering does not come from the mixture.

## The model and its intact stiffness

There are $N$ sites with spacing $\ell$, periodic boundaries and six neighbours per site, hence $3N$ bonds when none is missing. A present bond is an unstressed spring of constant $k$. For small displacements its energy is $\frac12 kx^2$, where $x$ is the change of distance along the bond direction $\mathbf n$. Sideways motion of the ends costs nothing at this order.

Under a uniform strain $\varepsilon$ of the intact lattice, $x=\ell\,\mathbf n\cdot\varepsilon\mathbf n$. Opposite bonds at a site pull equally, so no site relaxes further. Each site owns three bonds, at $0^\circ$, $60^\circ$ and $120^\circ$, and an area $\sqrt3\,\ell^2/2$.

For equal stretching $e$ in all directions, every bond has $x=\ell e$. The energy per area is
$$\frac{3\cdot\frac12k\ell^2e^2}{\sqrt3\,\ell^2/2}=\sqrt3\,ke^2 .$$
The two-dimensional bulk modulus $B$ is defined by the energy density $\frac12B(2e)^2=2Be^2$, since the relative area change is $2e$. Therefore $B_0=\sqrt3\,k/2$.

For a shear $\gamma$, with $\varepsilon_{xy}=\varepsilon_{yx}=\gamma/2$, the extensions are $\ell\gamma n_xn_y$, that is $0$ and $\pm\sqrt3\,\ell\gamma/4$. Their squares sum to $3\ell^2\gamma^2/8$, so the energy density is
$$\frac{\frac12k\cdot\frac38\ell^2\gamma^2}{\sqrt3\,\ell^2/2}=\frac{\sqrt3}{8}k\gamma^2=\frac12G_0\gamma^2,\qquad G_0=\frac{\sqrt3}{4}k .$$

## Why a connection need not carry force

Consider a site with two remaining bonds, along non-parallel directions $\mathbf n_1$ and $\mathbf n_2$, with tensions $T_1$ and $T_2$. Equilibrium requires
$$T_1\mathbf n_1+T_2\mathbf n_2=0 .$$
Because the directions are independent, $T_1=T_2=0$. A chain with a corner of this kind connects its ends but transmits no force to linear order: the angle at the corner changes instead.

Now give each site a single scalar variable, such as an electric potential, and let each bond resist differences of it. Balance at the same site requires only that what enters through one bond leaves through the other, so the chain transmits. This scalar network responds wherever a connected path spans the sample, which makes it a fair measure of connectivity.

Stiffness therefore needs connectivity and more besides: enough bonds, suitably placed, to balance both force components at the sites that carry load.

## Where connectivity ends

The upward-pointing triangles of the lattice contain every bond once. Replace each by a star: a new central site joined to the three corners. The result is a honeycomb lattice. Let triangle bonds be present with probability $p$ and star bonds with probability $1-p$.

Exactly one given pair of corners is connected with probability $p(1-p)^2$ in the triangle. In the star, two given bonds must be present and the third absent, which also gives $(1-p)^2p$. All three corners are connected with probability $p^3+3p^2(1-p)$ in the triangle and $(1-p)^3$ in the star. These agree if
$$3p^2-2p^3=1-3p+3p^2-p^3\quad\Longrightarrow\quad p^3-3p+1=0 .$$
The probability that no corners are connected then agrees too, because the probabilities sum to one.

Setting $p=2\sin\theta$ gives $8\sin^3\theta-6\sin\theta+1=0$. Since $\sin3\theta=3\sin\theta-4\sin^3\theta$, this is $\sin3\theta=\frac12$. The root between 0 and 1 has $\theta=\pi/18$, so $p_0=2\sin(\pi/18)$.

To see that $p_0$ is the threshold, draw the dual honeycomb lattice, in which each bond crosses one triangular bond, and count a dual bond as present when the bond it crosses is missing. Dual bonds are then present with probability $1-p$. At $p_0$ the star replacement makes the triangular lattice and this honeycomb percolate together or not at all. Two standard theorems complete the argument:

- Infinite clusters on a planar lattice of this kind and on its dual do not coexist. Hence neither lattice percolates at $p_0$, and $p_c\ge p_0$.
- Below a threshold, long connections become exponentially rare. If $p_c$ exceeded $p_0$, crossings of a large box would be rare on both lattices at $p_0$. But a box not crossed by present bonds in one direction is crossed by dual bonds in the other. This contradiction leaves $p_c=p_0$.

Direct searches for crossings on open lattices of $96\times96$ sites give $0.3471\pm0.0015$ (standard error), consistent with $0.3473$.

## Where effective-medium stiffness ends

### How strongly the lattice holds one bond

Replace the diluted lattice by an intact one with springs $k_m$, to be determined. Let the matrix $C$ turn the $2N$ displacement components into the $3N$ bond extensions. Pull the ends of bond 1 apart with forces $f$; the force vector is $fC^{T}\mathbf b_1$, where $\mathbf b_1$ selects that bond. The stiffness matrix is $k_mC^{T}C$, so the extensions are
$$\frac f{k_m}\,C(C^{T}C)^+C^{T}\mathbf b_1=\frac f{k_m}P\,\mathbf b_1 ,$$
where $^+$ denotes the pseudoinverse. The matrix $P$ projects onto the sets of extensions that displacements can produce. Bond 1 itself extends by $af/k_m$, with $a=P_{11}$.

The trace of a projector is its rank. To find the rank, look for displacement waves that stretch no bond. At non-zero wavevector, at least two of the three bond directions join sites with different phases, because if two phase differences vanished the third would as well. The amplitude would have to be perpendicular to two non-parallel directions, so it is zero. Uniform translations in two directions are all that remains, and the rank is $2N-2$. All bonds are equivalent by symmetry, so
$$a=\frac{2N-2}{3N}\;\longrightarrow\;\frac23 .$$
The scalar network has one variable per site and one uniform shift, so $a=(N-1)/(3N)\to1/3$. The factor of two between the effective-medium thresholds enters here, through the number of directions in which a site can move.

### The self-consistent spring

Let the applied strain extend bond 1 by $\delta$ in the uniform medium. Change its spring to $k'$ and call its new extension $x$. Relative to a spring $k_m$, its pull on its ends is weaker by $(k_m-k')x$, which acts as an outward force. Hence
$$x=\delta+\frac a{k_m}(k_m-k')x\quad\Longrightarrow\quad \frac x\delta=\frac1{1-a+ak'/k_m}.$$

Effective-medium theory chooses $k_m$ so that the mean of $x/\delta$ is one when $k'=k$ with probability $p$ and $k'=0$ otherwise:
$$\frac p{1-a+ak/k_m}+\frac{1-p}{1-a}=1 .$$
Moving the second term to the right gives $(p-a)/(1-a)$. Multiplying by both denominators,
$$p(1-a)=(p-a)\left(1-a+\frac{ak}{k_m}\right).$$
Subtracting $(p-a)(1-a)$ from both sides leaves $a(1-a)=(p-a)\,ak/k_m$, and therefore
$$\frac{k_m}{k}=\frac{p-a}{1-a}=\begin{cases}3p-2&\text{central springs}\\(3p-1)/2&\text{scalar network.}\end{cases}$$
For $p\le a$ there is no positive solution. The condition can also be written as a vanishing mean of $(k_m-k')x$, which $k_m=0$ satisfies, and this is the physical branch there.

As a finite example, an $8\times8$ lattice has $a=0.65625$. At $p=0.8$ the medium has $k_m/k=0.41818$. A present test bond extends by $0.52273$ of the uniform value and a missing one opens by $2.90909$. The mean is $0.8\times0.52273+0.2\times2.90909=1.0000$.

### What is exact and what is not

The start of the line is exact. At fixed strain, the derivative of the relaxed energy with respect to $k'$ is $\frac12x^2$, because the energy is already stationary in the displacements. Removing one bond from the intact lattice, where $k_m=k$, therefore lowers the energy by
$$\int_0^k\frac{\delta^2\,dk'}{2(1-a+ak'/k)^2}=\frac{k\delta^2}{2a}\left(\frac1{1-a}-1\right)=\frac{k\delta^2}{2(1-a)} .$$
With $a=2/3$ this is three times the energy the bond held: the ends of the missing bond move to $1/(1-a)=3$ times the uniform extension, and the surrounding network gives up energy as they do so. For a few distant missing bonds, the relative bulk modulus is $1-3(1-p)=3p-2$. The relative shear modulus has this value when the missing bonds are spread equally over the three directions; a missing bond that the shear would not have stretched costs nothing.

At larger dilution missing bonds influence one another. The theory represents their surroundings by a uniform medium, so its threshold is an estimate.

The value $2/3$ also follows from setting the number of constraints, $3Np$, equal to the $2N$ degrees of freedom. This count does not prove that stiffness vanishes there. If $F$ is the number of motions that stretch no bond and $S$ the number of independent sets of tensions that balance without external force, the rank of the diluted $C$ is both $2N-F$ and $N_b-S$, where $N_b$ is the number of present bonds. Thus
$$F-S=2N-N_b .$$
At $p=2/3$ this fixes $F=S$, not $F=S=0$. One sample with 324 sites and 648 bonds has 18 of each. Some regions have bonds to spare while others are loose.

## How large the effect is

The table gives moduli relative to the intact lattice, averaged over six periodic samples of $24\times24$ sites. Central and scalar springs are placed on the same diluted lattices. EMT denotes effective-medium theory.

| $p$ | Bulk | Shear | EMT | Scalar | Scalar EMT |
|---|---|---|---|---|---|
| 0.9 | 0.696 | 0.697 | 0.700 | 0.851 | 0.850 |
| 0.8 | 0.396 | 0.374 | 0.400 | 0.687 | 0.700 |
| 0.7 | 0.124 | 0.114 | 0.100 | 0.538 | 0.550 |
| 0.6 | 0.000 | 0.000 | 0.000 | 0.389 | 0.400 |
| 0.5 | 0.000 | 0.000 | 0.000 | 0.197 | 0.250 |

At $p=0.6$ the scalar network keeps 39% of its response while both central-force moduli are zero to the accuracy shown. The bonds are the same; what differs is the kind of force they transmit.

The sample means lie close to effective-medium theory at $p=0.9$. Larger differences appear further down: the shear modulus at $p=0.8$ is about 7% below the theoretical value, the bulk modulus at $p=0.7$ about 24% above it, and the scalar response at $p=0.5$ about 21% below. These percentages do not measure the error of the theory. They come from six samples of one size, so scatter between samples and the finite size of the lattice can contribute to them as well.

Adding bonds in one random order and watching both responses gives paired onsets. Over 14 samples of the same size, the scalar onset averages $0.334$ and the central-force onset $0.639$. The smallest gap in any sample is $0.27$. These are finite-lattice values, not infinite-lattice thresholds. Both averages lie below $0.347$ and $2/3$ respectively. For the scalar network the threshold $0.347$ is exact, so the shortfall comes from the finite size and scatter of the samples: a small periodic sample can close a wrapping path early. For the central springs, whose onset is measured here under dilation, $2/3$ is itself an estimate, and the shortfall should not be put down to size: on larger regular lattices the onset stays near $0.64$. The closeness of $0.334$ to $1/3$ is therefore no evidence for the scalar effective-medium threshold.

For absolute numbers, take a model sheet with $k=0.10$ Ry/bohr². Its intact bulk modulus is
$$B_0=\frac{\sqrt3}{2}\times0.10=0.0866\ \text{Ry/bohr}^2 .$$
At $p=0.8$ the effective-medium factor is $3\times0.8-2=0.4$, so $B=0.4\times0.0866=0.0346$ Ry/bohr², or about 27 N/m. The simulated factor $0.396$ gives $0.0343$ Ry/bohr². These are moduli of a sheet, in force per length; they are not film moduli in pascals.

## What resistance to bending changes

Real covalent skeletons also resist changes of bond angle. Add angular springs of constant $c$ between neighbouring present bonds at each site, so that all bonds meeting there are linked. A motion that costs no energy must then keep every bond length and turn all bonds of a connected cluster through one common angle $\omega$.

Follow such a cluster along a path that wraps around the periodic sample, with total vector $\mathbf R$. The common rotation changes $\mathbf R$ by a vector of length $\omega R$ perpendicular to it. An imposed dilation requires the change $e\mathbf R$, parallel to it. The two agree only if both vanish, so dilation costs energy. In a finite periodic sample, a wrapping connection is now enough for a non-zero bulk modulus.

That modulus can still be small. If central springs alone give zero stiffness, some motion accommodates the strain without stretching any bond. Its energy is purely angular and proportional to $c$, which bounds the true energy from above. The true energy is a minimum over functions linear in $c$, so it is concave in $c$ and starts from zero. Making $c$ ten times larger can therefore raise the modulus at most tenfold.

One sample at $p=0.5$ has relative bulk modulus $2.90\times10^{-4}$ for $c=10^{-4}k\ell^2$ and $2.81\times10^{-3}$ for $c=10^{-3}k\ell^2$. The ratio is $9.68$, close to the limit. This skeleton is held by its weak angular forces, and its stiffness nearly follows their scale rather than that of bond stretching. Closer to the central-force threshold, or with stronger angular springs, stretching can share the deformation and the increase can be less than proportional.

Tension has a related effect. A bond whose ends move apart by $x$ along it and $y$ across it has length $\sqrt{(\ell+x)^2+y^2}\approx\ell+x+y^2/(2\ell)$. A pre-existing tension $T$ thus adds an energy $Ty^2/(2\ell)$, a sideways spring of constant $T/\ell$. The central-force threshold derived above assumes that such tension is absent.

## What to do about it

**Do not infer stiffness from connectivity.** Evidence that a skeleton is continuous, including transport along it, corresponds to the scalar columns of the table. It does not show how much load the skeleton carries or, where neither angular forces nor tension help, that it carries any.

**Watch the margin above the threshold.** In effective-medium theory the relative sensitivity of the modulus to bond fraction is
$$\frac1B\frac{dB}{dp}=\frac3{3p-2} .$$
By this estimate, lowering $p$ by a further 0.01 costs about 4% of the remaining modulus at $p=0.9$ and 7.5% at $p=0.8$. The corresponding estimate for the scalar response at $p=0.8$ is about 2%.

**Improve the constraints as well as the continuity.** A bond that turns a corner into a braced triangle can add stiffness without connecting anything new. If few bonds can be added, stiffer bond angles are another route; well below the central-force threshold, weak angular forces set the scale of the modulus.

**Recount for the actual network.** In $d$ dimensions with $z$ neighbours per site there are $zN/2$ bonds and $dN$ degrees of freedom, so the count balances at $p=2d/z$. For $d=3$ and $z=4$ this exceeds one: even the complete network has $2N$ bonds for $3N$ degrees of freedom, and hence at least $N$ motions that stretch no bond. In an unstressed model with springs only between neighbours, nothing resists these motions at linear order. The count does not say which moduli vanish: the perfect diamond network with such springs has no shear stiffness, yet it keeps a bulk modulus, because under uniform dilation the four equal tensions at each site balance. Angular forces, or other interactions that resist the free motions, therefore belong in the model from the start.

**Do not read $2/3$ as a porosity limit.** The variable $p$ is a fraction of bonds removed independently. Pores remove bonds in groups and leave walls between them, so relating $p$ to porosity requires a structural model. For a real film, the useful calculation keeps the actual pore arrangement and includes stretching, bending and residual stress. A scalar calculation on the same structure shows how far stiffness and transport differ, but the difference does not measure missing constraints alone. Removing one bond from the large intact lattice frees no motion from stretching, yet it lowers the relative bulk modulus twice as much as the average scalar response, because $1/(1-a)$ is $3$ for central springs and $3/2$ for scalar ones.

The computed values behind these figures are in the numerical output below. There the unit of the angular constant is printed as `k a^2`; in that label `a` is the lattice spacing, called $\ell$ here, not the projector element $a$.

## Computed values

```
Exact connectivity threshold p_c: 0.347296 (dimensionless)
Open-lattice crossing threshold: 0.3471 +/- 0.0015 (standard error)
Open-lattice size: 96 x 96 sites; samples: 40
EMT thresholds: scalar 0.3333, central 0.6667 (dimensionless)
Bond projector element, 8 x 8 sites: central 0.656250, scalar 0.328125
Test-bond medium at p=0.8: k_m/k = 0.418182
Relative test extension: present 0.522727, missing 2.909091, mean 1.000000
Initial modulus slope, 8 x 8 sites: 2.90909
Counting sample at p=2/3: 324 sites, 648 bonds
Zero modes: 18; self-stresses: 18 (counts)
Diluted periodic lattices: 24 x 24 sites, 6 samples per p
Relative moduli (dimensionless), sample means:
p    bulk     shear    EMT      scalar   scalar EMT
0.9  0.6962   0.6971   0.7000   0.8513   0.8500
0.8  0.3963   0.3739   0.4000   0.6870   0.7000
0.7  0.1244   0.1143   0.1000   0.5383   0.5500
0.6  0.0000   0.0000   0.0000   0.3891   0.4000
0.5  0.0000   0.0000   0.0000   0.1968   0.2500
In this table, values below 1e-6 are shown as zero
Paired thresholds, 24 x 24 sites, 14 samples:
  scalar onset: 0.3338, sample standard deviation 0.0201
  central onset: 0.6389, sample standard deviation 0.0076
  smallest paired gap: 0.2697 (bond fraction)
Angular springs at p=0.5, one sample; constant in units of k a^2:
  constant 1e-03: relative bulk modulus 2.8066e-03
  constant 1e-04: relative bulk modulus 2.8998e-04
  modulus ratio for tenfold constant: 9.679
Model spring constant: 0.10 Ry/bohr^2
Intact 2D bulk modulus: 0.08660 Ry/bohr^2
EMT 2D bulk modulus at p=0.8: 0.03464 Ry/bohr^2
  converted: 26.97 N/m
```
